# APW-lo and lo-lo Blocks: Where the Local-Orbital Slope Enters: verification in Python

```python
"""APW+lo matrix elements in a muffin-tin sphere with a spherical potential.

Result under test (atomic units, one angular channel l):
    APW-lo:  overlap = A* a,   Hamiltonian = A* a E
    lo-lo:   overlap = 1,      Hamiltonian = E + a b
u    : normalized regular radial solution at the energy parameter E
udot : its energy derivative, orthogonal to u, with N = <udot|udot>
g    : radial part of the lo, g = a u + b udot, g(R) = 0, <g|g> = 1
A    : coefficient that makes the APW continuous at the sphere radius R
The kinetic energy is defined by gradients, since the functions have kinks.
When H acts on g, the boundary term R^2 u(R) g'(R) / 2 equals -b.
Internally everything is in hartree and bohr; output is in eV and angstrom.
"""
from types import SimpleNamespace
import numpy as np
from numpy.polynomial import Chebyshev, Legendre
from numpy.polynomial.legendre import leggauss
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import spherical_jn

HA = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10

depth_eV, radius_A, box_A, edge_A = 80.0, 1.2, 2.4, 3.0
energy_eV, second_energy_eV = -6.0, -14.0
wavevector_A = np.array([0.5, 1.0, 1.5])
V0, R, RBOX = depth_eV / HA, radius_A / BOHR, box_A / BOHR
R_START = 1e-3


def gauss(lower, upper, count):
    x, w = leggauss(count)
    half = 0.5 * (upper - lower)
    return lower + half * (x + 1), half * w


r, w = gauss(0.0, R, 40)


def potential(radius):
    return -V0 * np.maximum(0.0, 1.0 - (radius / R) ** 2)


V = potential(r)


def integrate(l, energy, start, stop, state, points=None):
    """Integrate P = r u and its energy derivative outward."""
    def rhs(x, y):
        q = l * (l + 1) / x**2 + 2 * (potential(x) - energy)
        return [y[1], q * y[0], y[3], q * y[2] - 2 * y[0]]
    result = solve_ivp(rhs, (start, stop), state, method="DOP853",
                       t_eval=points, rtol=1e-11, atol=1e-14, max_step=0.05)
    assert result.success
    return result.y


def start_state(l, energy):
    """Series of the regular solution near the origin, scaled to about 1."""
    c = (-V0 - energy) / (2 * l + 3)
    dc = -1.0 / (2 * l + 3)
    s = R_START
    return [1 + c * s**2, (l + 1) / s + c * (l + 3) * s,
            dc * s**2, dc * (l + 3) * s]


def inner(f, g):
    return np.sum(w * r**2 * f * g)


def energy_form(l, f, df, g, dg):
    """Gradient definition of the Hamiltonian matrix element in the sphere."""
    return np.sum(w * (0.5 * r**2 * df * dg
                       + (0.5 * l * (l + 1) + r**2 * V) * f * g))


def apply_h(l, f):
    """Pointwise H f, with the second derivative of a Chebyshev fit."""
    F = r * f
    second = Chebyshev.fit(r, F, 24, domain=[0, R]).deriv(2)(r)
    return (-0.5 * second + (0.5 * l * (l + 1) / r**2 + V) * F) / r


def channel(l, energy):
    """u, udot and the lo on the radial grid, with values and slopes at R."""
    points = np.append(r, R)
    P, dP, Q, dQ = integrate(l, energy, R_START, R,
                             start_state(l, energy), points)
    norm2 = np.sum(w * P[:-1] ** 2)
    mix = np.sum(w * P[:-1] * Q[:-1]) / norm2
    Q, dQ = Q - mix * P, dQ - mix * dP
    scale = 1 / np.sqrt(norm2)
    u, du = scale * P / points, scale * (dP / points - P / points**2)
    v, dv = scale * Q / points, scale * (dQ / points - Q / points**2)
    N = inner(v[:-1], v[:-1])
    D = np.sqrt(v[-1] ** 2 + N * u[-1] ** 2)
    a, b = -v[-1] / D, u[-1] / D
    g, dg = a * u + b * v, a * du + b * dv
    return SimpleNamespace(
        u=u[:-1], du=du[:-1], v=v[:-1], g=g[:-1], dg=dg[:-1],
        uR=u[-1], duR=du[-1], vR=v[-1], dvR=dv[-1], dgR=dg[-1],
        N=N, D=D, a=a, b=b, E=energy)


# Radial blocks from the gradient definition, in several channels
worst_apw_lo = worst_lo_lo = 0.0
for l in range(4):
    for e_eV in (energy_eV, 20.0):
        E = e_eV / HA
        c = channel(l, E)
        step = 1e-3
        slope_in_E = (channel(l, E + step).u - channel(l, E - step).u) / (2 * step)
        assert np.max(np.abs(slope_in_E - c.v)) < 1e-4  # difference error step^2
        assert abs(R**2 * (c.duR * c.vR - c.uR * c.dvR) - 2) < 1e-7
        assert abs(c.dgR + 2 / (R**2 * c.D)) < 1e-7
        assert abs(inner(c.u, c.g) - c.a) < 1e-8
        assert abs(inner(c.g, c.g) - 1) < 1e-8
        apw_lo = energy_form(l, c.u, c.du, c.g, c.dg)
        lo_lo = energy_form(l, c.g, c.dg, c.g, c.dg)
        worst_apw_lo = max(worst_apw_lo, abs(apw_lo - c.a * E))
        worst_lo_lo = max(worst_lo_lo, abs(lo_lo - E - c.a * c.b))
        boundary = 0.5 * R**2 * c.uR * c.dgR
        # tolerance 1e-5: numerical second derivatives amplify rounding noise
        h_on_lo = inner(c.u, apply_h(l, c.g))
        h_on_apw = inner(c.g, apply_h(l, c.u))
        assert abs(h_on_lo - (c.a * E + c.b)) < 1e-5
        assert abs(h_on_lo + boundary - apw_lo) < 1e-5
        assert abs(h_on_apw - apw_lo) < 1e-5
        assert abs(inner(c.g, apply_h(l, c.g)) - lo_lo) < 1e-5
        # any function that vanishes at R, with or without a slope there
        for power in (1, 2):
            t = r**l * (R - r) ** power
            dt = (l * r ** (l - 1.0) * (R - r) ** power
                  - power * r**l * (R - r) ** (power - 1))
            assert abs(energy_form(l, c.u, c.du, t, dt)
                       - E * inner(c.u, t)) < 1e-6
assert worst_apw_lo < 1e-7 and worst_lo_lo < 1e-7

# One APW-lo element by three-dimensional quadrature, lo with l = 1, m = 0
E = energy_eV / HA
p = channel(1, E)
K_vec = wavevector_A * BOHR
K = np.linalg.norm(K_vec)
kx, ky, kz = K_vec / K
volume = (edge_A / BOHR) ** 3
cos_t, w_t = leggauss(12)
sin_t = np.sqrt(1 - cos_t**2)
phi = 2 * np.pi * np.arange(16) / 16
in_plane = kx * np.cos(phi) + ky * np.sin(phi)
cos_gamma = sin_t[:, None] * in_plane + cos_t[:, None] * kz
dcos_gamma = cos_t[:, None] * in_plane - sin_t[:, None] * kz
f = np.zeros((r.size, cos_t.size, phi.size), complex)
f_r, f_t = f.copy(), f.copy()
for l in range(4):
    c = channel(l, E)
    factor = (2 * l + 1) * 1j**l * spherical_jn(l, K * R) / c.uR / np.sqrt(volume)
    leg = Legendre.basis(l)
    f += factor * c.u[:, None, None] * leg(cos_gamma)
    f_r += factor * c.du[:, None, None] * leg(cos_gamma)
    f_t += factor * c.u[:, None, None] * leg.deriv()(cos_gamma) * dcos_gamma
y0 = np.sqrt(3 / (4 * np.pi))
lo = p.g[:, None, None] * y0 * cos_t[None, :, None]
lo_r = p.dg[:, None, None] * y0 * cos_t[None, :, None]
lo_t = -p.g[:, None, None] * y0 * sin_t[None, :, None]
r3 = r[:, None, None]
w3 = (w * r**2)[:, None, None] * w_t[None, :, None] * 2 * np.pi / phi.size
S_3d = np.sum(w3 * f.conj() * lo)
H_3d = np.sum(w3 * (0.5 * (f_r.conj() * lo_r + f_t.conj() * lo_t / r3**2)
                    + V[:, None, None] * f.conj() * lo))
A = 4j * np.pi / np.sqrt(volume) * spherical_jn(1, K * R) * y0 * kz / p.uR
assert abs(S_3d - np.conj(A) * p.a) < 1e-7
assert abs(H_3d - np.conj(A) * p.a * E) < 1e-7

# Lowest p level of the sphere in a spherical box, by direct integration


def end_value(energy):
    at_R = integrate(1, energy, R_START, R, start_state(1, energy))[:, -1]
    return integrate(1, energy, R, RBOX, at_R)[0, -1]


scan = np.linspace(-30, 0, 16) / HA
ends = [end_value(e) for e in scan]
first = next(i for i in range(len(scan) - 1) if ends[i] * ends[i + 1] < 0)
exact = brentq(end_value, scan[first], scan[first + 1], xtol=1e-10)

# The same level from the APW+lo blocks with spherical waves outside
n_waves = 5
k_box = np.array([brentq(lambda x: spherical_jn(1, x), n * np.pi, (n + 1) * np.pi)
                  for n in range(1, n_waves + 1)]) / RBOX
r_out, w_out = gauss(R, RBOX, 60)
wave = np.array([spherical_jn(1, k * r_out) for k in k_box])
dwave = np.array([k * spherical_jn(1, k * r_out, derivative=True) for k in k_box])
S_out = (wave * w_out * r_out**2) @ wave.T
H_out = 0.5 * (dwave * w_out * r_out**2) @ dwave.T + (wave * w_out) @ wave.T


def box_levels(energy):
    """Lowest level: APW alone, APW+lo, APW+lo without the boundary term."""
    c = channel(1, energy)
    match = spherical_jn(1, k_box * R) / c.uR
    h_uu = energy + 0.5 * R**2 * c.uR * c.duR
    assert abs(h_uu - energy_form(1, c.u, c.du, c.u, c.du)) < 1e-7
    S_apw = S_out + np.outer(match, match)
    H_apw = H_out + h_uu * np.outer(match, match)
    levels = [eigh(H_apw, S_apw, eigvals_only=True)[0]]
    for coupling in (c.a * energy, c.a * energy + 0.5 * c.b):
        S = np.block([[S_apw, c.a * match[:, None]],
                      [c.a * match[None, :], np.ones((1, 1))]])
        H = np.block([[H_apw, coupling * match[:, None]],
                      [coupling * match[None, :],
                       np.full((1, 1), energy + c.a * c.b)]])
        levels.append(eigh(H, S, eigvals_only=True)[0])
    return np.array(levels)


levels = box_levels(E)
levels_2 = box_levels(second_energy_eV / HA)
for found in (levels, levels_2):
    error_apw, error_lo = (found[:2] - exact) * HA
    assert -1e-5 < error_lo < 0.1   # variational bound up to rounding
    assert error_lo < error_apw / 3
assert (exact - levels[2]) * HA > 0.1  # dropping the term breaks the bound

# Printed numbers
length = BOHR**1.5
boundary = 0.5 * R**2 * p.uR * p.dgR
vol_lo = inner(p.u, apply_h(1, p.g))
vol_apw = inner(p.g, apply_h(1, p.u))
apw_lo = energy_form(1, p.u, p.du, p.g, p.dg)
lo_lo = energy_form(1, p.g, p.dg, p.g, p.dg)
print(f"well depth V0 = {depth_eV:.1f} eV")
print(f"sphere radius R = {radius_A:.2f} angstrom")
print(f"energy parameter E (l = 1) = {energy_eV:.1f} eV")
print(f"hbar^2/(2m) = {0.5 * HA * BOHR**2:.5f} eV angstrom^2")
print(f"u(R) = {p.uR / length:.6f} angstrom^-3/2")
print(f"u'(R) = {p.duR / length / BOHR:.6f} angstrom^-5/2")
print(f"udot(R) = {p.vR / length / HA:.6f} angstrom^-3/2 eV^-1")
print(f"udot'(R) = {p.dvR / length / BOHR / HA:.6f} angstrom^-5/2 eV^-1")
print(f"N = <udot|udot> = {p.N / HA**2:.7f} eV^-2")
print(f"lo coefficient a = {p.a:.6f} (dimensionless)")
print(f"lo coefficient b = {p.b * HA:.5f} eV")
print(f"lo slope g'(R) = {p.dgR / length / BOHR:.6f} angstrom^-5/2")
print(f"volume term <u|H g> = {vol_lo * HA:.4f} eV")
print(f"boundary term with u(R) g'(R) = {boundary * HA:.4f} eV")
print(f"volume term <g|H u> = {vol_apw * HA:.4f} eV")
print(f"APW-lo radial H, gradient quadrature = {apw_lo * HA:.5f} eV")
print(f"APW-lo radial H, formula a E = {p.a * E * HA:.5f} eV")
print(f"APW-lo radial H, converted = {p.a * E:.6f} hartree")
print(f"lo-lo H, gradient quadrature = {lo_lo * HA:.5f} eV")
print(f"lo-lo H, formula E + a b = {(E + p.a * p.b) * HA:.5f} eV")
print(f"lo-lo H, converted = {E + p.a * p.b:.6f} hartree")
print(f"largest APW-lo deviation, 8 channels = {worst_apw_lo * HA:.1e} eV")
print(f"largest lo-lo deviation, 8 channels = {worst_lo_lo * HA:.1e} eV")
print(f"cubic cell edge = {edge_A:.1f} angstrom")
print("plane wave K = (%.1f, %.1f, %.1f) angstrom^-1" % tuple(wavevector_A))
print(f"K R = {K * R:.5f} (dimensionless)")
print(f"j_1(K R) = {spherical_jn(1, K * R):.6f} (dimensionless)")
print(f"Im A_10 = {A.imag:.6f} (dimensionless, real part zero)")
print(f"Im S(K,lo), 3D quadrature = {S_3d.imag:.6f} (dimensionless)")
print(f"Im S(K,lo), formula = {(np.conj(A) * p.a).imag:.6f} (dimensionless)")
print(f"Im H(K,lo), 3D quadrature = {H_3d.imag * HA:.5f} eV")
print(f"Im H(K,lo), formula = {(np.conj(A) * p.a * E).imag * HA:.5f} eV")
print(f"box radius = {box_A:.1f} angstrom")
print(f"number of spherical waves = {n_waves}")
print(f"lowest p level, direct integration = {exact * HA:.4f} eV")
print(f"E = {energy_eV:.0f} eV: level, APW alone = {levels[0] * HA:.4f} eV")
print(f"E = {energy_eV:.0f} eV: level, APW+lo = {levels[1] * HA:.4f} eV")
print(f"E = {energy_eV:.0f} eV: level, boundary term dropped = {levels[2] * HA:.4f} eV")
print(f"E = {energy_eV:.0f} eV: error, APW alone = {(levels[0] - exact) * HA:.5f} eV")
print(f"E = {energy_eV:.0f} eV: error, APW+lo = {(levels[1] - exact) * HA:.5f} eV")
print(f"E = {energy_eV:.0f} eV: error, term dropped = {(levels[2] - exact) * HA:.5f} eV")
print(f"E = {second_energy_eV:.0f} eV: error, APW alone = {(levels_2[0] - exact) * HA:.5f} eV")
print(f"E = {second_energy_eV:.0f} eV: error, APW+lo = {(levels_2[1] - exact) * HA:.5f} eV")
print("all assertions hold")
```

It prints:

```
well depth V0 = 80.0 eV
sphere radius R = 1.20 angstrom
energy parameter E (l = 1) = -6.0 eV
hbar^2/(2m) = 3.80998 eV angstrom^2
u(R) = 0.444854 angstrom^-3/2
u'(R) = -2.111249 angstrom^-5/2
udot(R) = -0.057276 angstrom^-3/2 eV^-1
udot'(R) = -0.137902 angstrom^-5/2 eV^-1
N = <udot|udot> = 0.0007105 eV^-2
lo coefficient a = 0.979236 (dimensionless)
lo coefficient b = 7.60562 eV
lo slope g'(R) = -3.116245 angstrom^-5/2
volume term <u|H g> = 1.7302 eV
boundary term with u(R) g'(R) = -7.6056 eV
volume term <g|H u> = -5.8754 eV
APW-lo radial H, gradient quadrature = -5.87542 eV
APW-lo radial H, formula a E = -5.87542 eV
APW-lo radial H, converted = -0.215918 hartree
lo-lo H, gradient quadrature = 1.44770 eV
lo-lo H, formula E + a b = 1.44770 eV
lo-lo H, converted = 0.053202 hartree
largest APW-lo deviation, 8 channels = 2.6e-12 eV
largest lo-lo deviation, 8 channels = 8.3e-12 eV
cubic cell edge = 3.0 angstrom
plane wave K = (0.5, 1.0, 1.5) angstrom^-1
K R = 2.24499 (dimensionless)
j_1(K R) = 0.433074 (dimensionless)
Im A_10 = 0.922328 (dimensionless, real part zero)
Im S(K,lo), 3D quadrature = -0.903177 (dimensionless)
Im S(K,lo), formula = -0.903177 (dimensionless)
Im H(K,lo), 3D quadrature = 5.41906 eV
Im H(K,lo), formula = 5.41906 eV
box radius = 2.4 angstrom
number of spherical waves = 5
lowest p level, direct integration = -9.0424 eV
E = -6 eV: level, APW alone = -8.2537 eV
E = -6 eV: level, APW+lo = -9.0421 eV
E = -6 eV: level, boundary term dropped = -37.2052 eV
E = -6 eV: error, APW alone = 0.78875 eV
E = -6 eV: error, APW+lo = 0.00036 eV
E = -6 eV: error, term dropped = -28.16281 eV
E = -14 eV: error, APW alone = 1.55863 eV
E = -14 eV: error, APW+lo = 0.00143 eV
all assertions hold
```
